\section*{Eigenvalue accuracy near exceptional points of complex symmetric matrices, part 2}

How accurately can the eigenvalues of a complex symmetric matrix $H=H^T$ be computed near an exceptional point (EP), where two eigenvalues and their eigenvectors merge? Here $\|\cdot\|$ is the Euclidean norm and the matrix norm it induces, a bar means complex conjugation, and $x^Tx$ is the c-norm of $x$. For a simple eigenvalue and a perturbation $E$,
\begin{equation}
\delta\lambda=\frac{x^TEx}{x^Tx},\qquad |\delta\lambda|\le\kappa\,\eta,\qquad \eta=\|E\|,\quad \kappa=\frac{\|x\|^2}{|x^Tx|}.
\label{eq:first}
\end{equation}

At the EP, $H_0$ has the double eigenvalue $\lambda_0$. With $A=H_0-\lambda_0$, the chain is $Ax_0=0$, $Ax_1=x_0$, with $x_0^Tx_0=x_1^Tx_1=0$ and $x_0^Tx_1=1$. The projector on the pair is $P=x_0x_1^T+x_1x_0^T$; $Q=1-P$, $N=AP=x_0x_0^T$ and $\|N\|=\|x_0\|^2$.

For $H_0+\epsilon V$, $V=V^T$, put $\mu_1^2=x_0^TVx_0$ and $\mu_2=x_0^TVx_1$. The mean $\bar\lambda$ and squared half-gap $s^2$ of the pair $\lambda_\pm$ are analytic in the perturbation:
\begin{equation}
\bar\lambda=\lambda_0+\mu_2\,\epsilon+O(\epsilon^2),\qquad s^2=\mu_1^2\,\epsilon+O(\epsilon^2).
\label{eq:analytic}
\end{equation}
The largest leading-order shift at the EP, $\sqrt{\eta\|N\|}$, is reached by $V_w=\bar x_0\bar x_0^T/\|x_0\|^2$.

For a physical parameter $\delta$, $H=H_0+\delta W$, with $W_{00}=x_0^TWx_0\neq0$, $s^2=\delta W_{00}+O(\delta^2)$, gap $\Delta=2s$ and $\hat s=s/|s|$. The eigenvectors are
\begin{equation}
x_\pm=x_0\pm s\,x_1+O(\delta),\label{eq:xpm}
\end{equation}
with c-norms $\pm2s\,[1+O(\delta)]$; $\hat x_\pm=x_\pm/\sqrt{x_\pm^Tx_\pm}$ are c-normalized. Then
\begin{equation}
\kappa_\pm=\frac{\|N\|}{|\Delta|}\pm\operatorname{Re}(\hat s\,x_0^\dagger x_1)+O(\sqrt\delta).
\label{eq:kappa}
\end{equation}
If the two vectors are computed separately, each is exact for its own $H+E_\pm$, and $e_\pm=x_0^TE_\pm x_0$.

The example is a chain of $n=6$ sites with hopping $-J$, $J=1$~eV, and an absorber $-i\gamma$ on site 1. It has $\gamma_{\rm EP}=1.392029$~eV, $\lambda_0=-0.511314\,i$~eV, $\|H_0\|=2.1036$~eV, $\|N\|=1.2822$~eV and $\|P\|=1.459$. Further, $W=-i|1\rangle\langle1|$, $\delta=\gamma-\gamma_{\rm EP}$, $W_{00}=-0.470972$~eV and $x_0^\dagger x_1=0.191\,i$. At $\delta=10^{-8}$~eV, $|\Delta|=1.373\times10^{-4}$~eV and $\kappa=9341.55$. A program checks the numbers.

\section{From linear to square-root error}

Add an error matrix $E$ of norm $\eta$ to $H_0+\delta W$. By the analyticity behind \eqref{eq:analytic}, the squared half-gap becomes $s^2+e+O(\eta\delta,\eta^2)$ with $e=x_0^TEx_0$, and the mean moves by $\tfrac12\operatorname{tr}PE=\tfrac12(x_0^TEx_1+x_1^TEx_0)$ at first order, which is $x_0^TEx_1$ for symmetric $E$. Hence
\begin{equation}
\delta\lambda_+=\sqrt{s^2+e}-s+O(\eta),\qquad |e|\le\eta\|N\|,\qquad \eta^*=\frac{|s|^2}{\|N\|}=\frac{|\Delta|^2}{4\|N\|}.
\end{equation}
For $\eta\ll\eta^*$ this is $e/2s$, bounded by $\eta\|N\|/|\Delta|$ in agreement with \eqref{eq:first} and \eqref{eq:kappa}. For $|e|\gg|s|^2$, which needs $\eta\gg\eta^*$, it is $\sqrt e$: the perturbation does not resolve the gap and acts as at the EP.

The phase of $e$ matters in between. Put $\xi=e/s^2$, so $|\xi|\le\eta/\eta^*$, and measure the error as the distance from $\lambda_+$ to the nearer perturbed eigenvalue. For $E=\eta\hat s^2V_w$, $\xi$ is positive and the error is $|s|(\sqrt{1+\eta/\eta^*}-1)$. For $|\xi|\le1$, all series coefficients of $1-\sqrt{1-\xi}$ are positive, so $|\sqrt{1+\xi}-1|\le1-\sqrt{1-|\xi|}$ and negative $\xi$ is the worst case. For any $\xi$ the two distances $|s|\,|1\mp\sqrt{1+\xi}|$ have the product $|s|^2|\xi|=|e|$, so the smaller never exceeds $\sqrt{\eta\|N\|}$, and $\xi\le-1$ attains this. At $\xi=-1$ the gap closes, and since $s^2+e$ cannot vanish for $\eta<\eta^*$, the scale $\eta^*$ is the leading-order distance of $H$ from a defective matrix.

At $\delta=10^{-8}$~eV, $|s|=\sqrt{0.470972\times10^{-8}}=6.86274\times10^{-5}$~eV and $\eta^*=4.70972\times10^{-9}/1.282199=3.6732\times10^{-9}$~eV. For positive $\xi$, with errors relative to the exact $\lambda_+$ and all entries in eV:
\begin{center}
\begin{tabular}{cccc}
$\eta$ & exact error & formula & $\eta\|N\|/|\Delta|$\\
$10^{-12}$ & $9.3409\times10^{-9}$ & $9.3411\times10^{-9}$ & $9.3417\times10^{-9}$\\
$10^{-10}$ & $9.2788\times10^{-7}$ & $9.2790\times10^{-7}$ & $9.3417\times10^{-7}$\\
$10^{-8}$ & $6.3778\times10^{-5}$ & $6.3780\times10^{-5}$ & $9.3417\times10^{-5}$\\
$10^{-6}$ & $1.0656\times10^{-3}$ & $1.0658\times10^{-3}$ & $9.3417\times10^{-3}$
\end{tabular}
\end{center}
In the third row $\eta/\eta^*=2.72245$ and $(\sqrt{3.72245}-1)\times6.86274\times10^{-5}=6.3780\times10^{-5}$. In the last row the error is close to $\sqrt{\eta\|N\|}=1.1323\times10^{-3}$~eV and nine times below the linear estimate: the square root is the saturation of the diverging linear law. The exact error lies $0.2\,\eta$ below the formula in every row. This is the shift of the mean, $x_0^TEx_1=\eta\hat s^2x_0^\dagger x_1$, whose component along the direction $\hat s$ of the main shift is $\eta\operatorname{Re}(\hat s\,x_0^\dagger x_1)$, the same constant $-0.19$ as in \eqref{eq:kappa}. With $E=-\eta^*\hat s^2V_w$ the gap falls from $1.37\times10^{-4}$ to $1.2\times10^{-8}$~eV, a remainder of order $\delta$ as the neglected second-order terms in $s^2$ imply.

\section{What a residual certifies}

An iterative solver stops on the residual $r=(H-\theta)y$, $\|y\|=1$. The pair $(\theta,y)$ is exact for $H-ry^\dagger$, so $\|r\|$ plays the part of $\eta$ in all the estimates above. For the c-quotient $\theta=y^THy/y^Ty$ the backward error can be taken symmetric. Here $y^Tr=0$, and $E=-(r\bar y^T+\bar yr^T)$ gives $Ey=-r\,y^\dagger y-\bar y\,r^Ty=-r$. For its norm, $\bar y$ and $r$ are orthogonal since $\bar y^\dagger r=y^Tr=0$, so $\|Ev\|^2=\|r\|^2|y^\dagger v|^2+|r^Tv|^2$. The vectors $y$ and $\bar r/\|r\|$ are orthonormal for the same reason, so Bessel's inequality bounds this by $\|r\|^2\|v\|^2$, with equality at $v=y$. Thus $\|E\|=\|r\|$, which the program tests.

At the EP take $y=x_0+tx_1$ with a small energy $t$, so $Ay=tx_0$, and let $\rho=\|r\|/\|y\|$. The Hermitian quotient, which minimizes $\rho$ by removing from $Ay$ its component along $y$, has $\theta_H-\lambda_0=t\,y^\dagger x_0/\|y\|^2=t\,[1+O(t)]$. Split $x_1=cx_0+x_\perp$ with $x_0^\dagger x_\perp=0$. Then $x_0=(y-tx_\perp)/(1+tc)$, and the part of $tx_0$ orthogonal to $y$ is $-t^2x_\perp$ at leading order:
\begin{equation}
|\theta_H-\lambda_0|\simeq|t|,\qquad \rho_H\simeq|t|^2\,\frac{\|x_\perp\|}{\|x_0\|}.
\end{equation}
The residual is quadratic in the error. Since $x_0^Tx_\perp=x_0^Tx_1=1$ forces $\|x_0\|\|x_\perp\|\ge1$, one has $\rho_H\|N\|\ge|t|^2$, consistent with the bound $\sqrt{\rho\|N\|}$. For $t=10^{-5}$~eV the residual is $9.78\times10^{-11}$~eV, the error is $1.00\times10^{-5}$~eV, and the bound is $\sqrt{9.7787\times10^{-11}\times1.2822}=1.12\times10^{-5}$~eV.

The c-quotient fails differently. For $y=x+z$ and a true eigenpair, $x^T(H-\lambda)=0$ gives $\theta-\lambda=z^T(H-\lambda)z/y^Ty$, second order in $z$ as long as $x^Tx\neq0$. At the EP $z^TAz=t^2x_1^Tx_0=t^2$ but $y^Ty=2t$, so $\theta_C-\lambda_0=t/2$ exactly, and the stationarity is lost. The residual vector is $\tfrac t2x_0-\tfrac{t^2}2x_1$, so $\rho_C\simeq|t|/2$. For the same vector both error and residual are $5.0\times10^{-6}$~eV. The c-quotient residual thus reports the error, and this is not special to the family. Near the EP, at leading order, $H-\bar\lambda$ maps $x_1$ to $x_0$ and $x_0$ to $s^2x_1$. Take $y=x_0+tx_1+z$ with $z=Qz$, $r=(H-\theta_C)y$ and $\zeta=\theta_C-\bar\lambda$. A residual $\rho$ forces $t-\zeta=x_1^Tr=O(\rho)$ and $z=O(\rho)$. The condition $y^Tr=0$ reads $s^2-\zeta^2+(t-\zeta)^2+z^T(H-\theta_C)z=0$, so $(\zeta-s)(\zeta+s)=O(\rho^2)$. The distance of $\theta_C$ from the nearer eigenvalue is therefore $O(\rho)$, with a constant that does not grow with $\kappa$. This holds in exact arithmetic; the rounding error of $\theta_C$ itself is treated below.

\section{Rounding}

A backward-stable dense solver returns exact eigenvalues of $H+E$ with $\|E\|=c\,u\|H\|$, where $u$ is the unit roundoff and $c$ a modest number that depends on size and algorithm; storing $H$ already contributes at this level. At the EP the scale of the error is $\sqrt{u\|H\|\|N\|}$, an estimate with $c$ set to one. In double precision it is $\sqrt{1.11\times10^{-16}\times2.1036\times1.2822}=1.73\times10^{-8}$~eV. The general LAPACK eigensolver was applied to 200 copies $RH_0R^T$ with random real orthogonal $R$, which preserves symmetry, c-products and norms. Relative to the exact $\lambda_0$, input rounding included, the median error is $1.67\times10^{-8}$~eV, or $3\times10^{-8}$ of $|\lambda_0|$. In the same runs the medians are $4.1\times10^{-16}$~eV for the pair mean, $2.7\times10^{-15}$~eV for the worst of the other four levels and $1.4\times10^{-15}$~eV for the residual. In single precision, $u=5.96\times10^{-8}$, the estimate is $4.01\times10^{-4}$~eV and the median $3.48\times10^{-4}$~eV. The ratio of the medians, $2.08\times10^4$, is near $2^{14.5}=2.32\times10^4$ and far from the linear $2^{29}=5.37\times10^8$. The program asserts the medians within a factor 10 of the estimate and the ratio within a factor 4 of the square-root law. This solver never forms a c-product, so this loss belongs to the problem.

\section{Convergence of the c-Rayleigh quotient iteration}

The iteration is $\theta=y^THy/y^Ty$, $y'=(H-\theta)^{-1}y$. Inside the invariant subspace of the pair let $y=\hat x_++u\hat x_-$. Then $y^Ty=1+u^2$ and $y^T(H-\bar\lambda)y=s(1-u^2)$, so
\begin{equation}
\theta-\lambda_+=-\frac{2su^2}{1+u^2},\qquad \theta-\lambda_-=\frac{2s}{1+u^2},\qquad
u'=u\,\frac{\lambda_+-\theta}{\lambda_--\theta}=-u^3 .
\end{equation}
This map is exact and cubic for any $s\neq0$; the program tests it at $\delta=10^{-2}$~eV. The EP enters through the relation between $u$ and the shape of the vector. With \eqref{eq:xpm}, $x_0+tx_1=ax_++bx_-$ requires $a+b=1$ and $s(a-b)=t$, so $v=b/a=(s-t)/(s+t)$. The c-norms $\pm2s$ give $u=\pm iv$. Each step multiplies the ratio of components by $-u^2=v^2$, so $v'=v^3$. Writing $w=\operatorname{artanh}(s/t)$, for which $e^{-2w}=(1-s/t)/(1+s/t)=-v$, one finds $w'=3w$ and
\begin{equation}
\theta_k-\lambda_+=\frac{2sv_k^2}{1-v_k^2}=\frac{2s}{e^{4w_k}-1},\qquad w_k=3^k\operatorname{artanh}(s/t_0),
\label{eq:rqi}
\end{equation}
with relative corrections of order $\delta$ in $w$. A vector with $|s|\ll|t|\ll\|x_0\|/\|x_\perp\|$ is close in angle to both eigenvectors, yet has $|u|\approx1$. While $|w|\ll1$ the error is $t_k/2$ with $t_k=t_0/3^k$, and this linear stage lasts about $\log_3|t_0/s|$ steps. For $\operatorname{Re}(s/t_0)>0$ the limit is $\lambda_+$, for the opposite sign $\lambda_-$. For imaginary $s/t_0$, $|v|=1$ is preserved and the leading-order map does not converge; at $v^2=1$ the c-norm of $y$ vanishes and $\theta$ is undefined.

At the EP itself, solving $(A-\tau)(\alpha'x_0+\beta'x_1)=\alpha x_0+\beta x_1$ gives $\beta'=-\beta/\tau$ and $\alpha'=-(\alpha+\beta/\tau)/\tau$, so $t'=t\tau/(t+\tau)$, which is $t/3$ for $\tau=t/2$. Since $\alpha'/\alpha=-6/t$ while components in the range of $Q$ are multiplied by a bounded matrix, those components shrink by a relative factor $O(t)$ per step and die out faster than linearly.

With $t_0=0.1\,\hat s$~eV and a target error of $10^{-12}$~eV, 50-digit runs need 5, 7 and 9 steps at $\delta=10^{-4},10^{-6},10^{-8}$~eV, where $\log_3|t_0/s|=2.44,\ 4.53,\ 6.63$. For the last case \eqref{eq:rqi} requires $4w>\ln(1.37255\times10^{-4}/10^{-12})=18.74$, so $3^k>4.684/6.863\times10^{-4}=6825$, and $3^8=6561$ falls short. The program tests \eqref{eq:rqi} on every iterate before the last. At the EP, from a start with components outside the pair, the error ratio is $0.33333333$ and 23 steps are needed, against $\log_3(0.05/10^{-12})=22.4$.

In finite precision the numerator of $\theta$ carries an error of order $u\|H\|\|y\|^2\simeq u\|H\|\|N\|$ and is divided by $2t$. This equals the signal $t/2$ at $|t|\sim\sqrt{u\|H\|\|N\|}$, the same scale as the conditioning limit. The double-precision iteration stalls at $1.6\times10^{-8}$~eV from $\lambda_0$; the run does not tell the two causes apart.

\section{Weighing the contributions}

The deciding number for the eigenvalue error is $\eta/\eta^*$, where $\eta$ is the largest of the rounding level, the residual tolerance and the norm of the matrix formed by the uncertainties of the elements of $H$. In the chain $\eta^*=|W_{00}|\,\delta/\|N\|=0.367\,\delta$ at leading order.

Rounding in double precision has $\eta\sim u\|H\|=2.3\times10^{-16}$~eV and reaches $\eta^*$ only for $\delta\lesssim6\times10^{-16}$~eV, within a few roundoff units of $\gamma_{\rm EP}$. Outside this window the loss is the linear one: at $\delta=10^{-8}$~eV the estimate is $\kappa u\|H\|=9342\times2.3\times10^{-16}\approx2\times10^{-12}$~eV, four digits lost instead of eight. A stopping tolerance weighs more. A residual of $10^{-6}$~eV exceeds $\eta^*$ for all $\delta<2.7\times10^{-6}$~eV, and there, for a general $\theta$ such as the Hermitian quotient, it guarantees no more than the bound $\sqrt{\eta\|N\|}=1.1\times10^{-3}$~eV, eight times the gap at $\delta=10^{-8}$~eV. For such a residual alone to guarantee that the two members of the pair are resolved, the tolerance must lie below $|\Delta|^2/4\|N\|$, quadratic in the gap. The c-quotient is the exception: its error is of the order of its own residual, so a tolerance small compared with $|\Delta|$ suffices as long as rounding in $\theta_C$ is negligible.

The effects peculiar to the c-product are of another kind. The slowdown of the quotient iteration costs $\log_3 10=2.1$ steps for each factor 100 in $\delta$ and, in this model, ends at the accuracy that conditioning allows in any case. The growth of c-normalized vectors affects quantities assembled from individual states, with an error of order $\kappa^2u$ when both vectors come from one decomposition and the c-norms are computed in floating point, and of order $\kappa^3u$ when the vectors are converged separately. It can be avoided by treating the pair as a whole, since the projector $P$ on the pair has norm $1.459$ at the EP. The eigenvalue conditioning cannot be avoided by a change of algorithm, but it is confined to the step from $s^2$ to $s$. By \eqref{eq:analytic} the mean has an error of at most $\|P\|\eta$ and the squared half-gap at most $\|N\|\eta$, both at leading order in $\eta$ and $\delta$, as long as the remaining levels are far away on the scale of $\sqrt{\eta\|N\|}$, and provided both eigenvalues belong to the same matrix $H+E$, as for a dense solver or an uncertainty in $H$. If they are converged separately, with different $E_\pm$, the mean carries the error $(e_+-e_-)/4s$ for $\eta\ll\eta^*$, up to $\kappa\eta$; at $\delta=10^{-8}$~eV and $\eta=10^{-10}$~eV this is $9.3\times10^{-7}$~eV. A position of the EP found from the zero of $s^2(\delta)\simeq W_{00}\,\delta$ inherits this linear error, at most $\eta\|N\|/|W_{00}|=2.7\,\eta$ in the chain, although the two eigenvalues there are known only to $\sqrt{\eta\|N\|}$.

\section*{Calculated quantities}
\begin{verbatim}
N = 6 sites, J = 1.0 eV, gamma_EP = 1.3920288056 eV
lam0 = -0.5113140404i eV, width = 1.022628 eV, lifetime = 0.6436 fs
x0 (eV^1/2) = -0.485269+0.485269i +0.427384+0.427384i +0.266742-0.266742i
              -0.290995-0.290995i -0.117952+0.117952i +0.230684+0.230684i
|x0^T x0|/|x0|^2 = 2.2e-51, |Nil| = 1.282199 eV
|H0| = 2.103591 eV, |P| = 1.459015, nearest other level at 1.157575 eV
random V, |V|=1: mu1^2 = +0.444933+0.242626i eV, mu2 = -0.288740+0.134780i
eps=1e-08 eV: half-gap 7.118897e-05 eV (formula 7.118897e-05), mean shift 3.1865e-09 eV
eps=1e-10 eV: half-gap 7.118897e-06 eV (formula 7.118897e-06), mean shift 3.1865e-11 eV
remainder exponents: half-gap^2 2.0000, mean 2.0000
x0^T V x0 = 0: gap exponent 1.0000, gap 6.702e-11 eV at eps=1e-10 eV
worst V, eps=1e-10 eV: shift 1.132342e-05 eV, sqrt(eps|Nil|) 1.132342e-05 eV
EP3 comparison matrix: shift exponent 0.3333
x0^T W x0 for W=-i|1><1|: -0.470972+0.000000i eV
delta/eV  |gap|/eV   |x^Tx|/|x|^2  kappa  |Nil|/|gap|  cond X
1e-02  1.37822e-01  1.08559e-01  9.21  9.30  19.26
1e-04  1.37260e-02  1.07258e-02  93.23  93.41  187.36
1e-06  1.37255e-03  1.07068e-03  933.98  934.17  1868.86
1e-08  1.37255e-04  1.07049e-04  9341.55  9341.75  18684.00
delta=1e-8 eV: |s| = 6.86274e-05 eV, eta* = 3.67316e-09 eV
eta/eV  error/eV  formula  linear kappa*eta  sqrt(eta|Nil|)
1e-12  9.3409e-09  9.3411e-09  9.3417e-09  1.1323e-06
1e-10  9.2788e-07  9.2790e-07  9.3417e-07  1.1323e-05
1e-08  6.3778e-05  6.3780e-05  9.3417e-05  1.1323e-04
1e-06  1.0656e-03  1.0658e-03  9.3417e-03  1.1323e-03
opposite E of size eta*: gap falls to 1.178e-08 eV
t=1e-5 eV Hermitian quotient: error 1.0000e-05 eV, residual 9.7787e-11 eV, sqrt(r|Nil|) 1.1197e-05 eV
t=1e-5 eV c-quotient: error 5.0000e-06 eV, residual 5.0000e-06 eV
double: u=1.11e-16, sqrt(u|H||Nil|) = 1.73e-08 eV, median EP error 1.67e-08 eV
   medians: pair mean 4.1e-16 eV, others 2.7e-15 eV, residual 1.4e-15 eV
single: u=5.96e-08, sqrt(u|H||Nil|) = 4.01e-04 eV, median EP error 3.48e-04 eV
   medians: pair mean 1.9e-07 eV, others 1.1e-06 eV, residual 6.8e-07 eV
single/double error ratio 2.08e+04; sqrt law 2.32e+04; linear law 5.37e+08
c-RQI, start x0+t0 x1, |t0| = 0.1 eV, steps to error < 1e-12 eV:
   delta=1e-4 eV: 5 steps, log3(t0/|s|) = 2.44
   delta=1e-6 eV: 7 steps, log3(t0/|s|) = 4.53
   delta=1e-8 eV: 9 steps, log3(t0/|s|) = 6.63
   at the EP (generic start): 23 steps, error ratio 0.33333333
   double-precision c-RQI at the EP stalls at 1.6e-08 eV
\end{verbatim}
